**Friedel-tuned Yukawa potential and proton friction in jellium**

The program finds the inverse screening length α for which the phase shifts δ_l at the Fermi wave number k_F satisfy the Friedel sum rule for a proton, then compares the friction Q = S/v with its Born value; S is the stopping power and v the proton speed. It asserts agreement of the phases with direct integration of the radial equation, and of the Friedel count with levels diagonalized in a large sphere. It also asserts the angular quadrature of the transport cross section, the weak-coupling limits of the sum rule and friction, and the finite-speed drag integrated over the whole Fermi sphere. For silicon's mean valence density the output gives α = 1.254 bohr⁻¹ and Q = 0.202 atomic units, against Born values of 0.107 at the same α and 0.135 with Thomas–Fermi screening. Refining the radial step and adding partial waves shifts Q by about 10⁻⁹ atomic units. A Hulthén potential tuned to the same sum rule gives 18% more friction, so the choice of shape matters far more than the numerical error. The output also sizes finite speed, density, temperature, the band gap and nuclear stopping for a 1 keV proton.

## Check in Python

```python
"""Friction on a slow proton in jellium from a Friedel-tuned Yukawa potential.

Result under test (Hartree atomic units, proton charge 1):
  V(r) = -exp(-alpha r)/r, alpha fixed by (2/pi) sum (2l+1) delta_l(kF) = 1,
  friction Q = S/v = (4 kF^2/(3 pi)) sum (l+1) sin^2(delta_l - delta_{l+1}),
  Born: Q_B = (2/(3 pi)) [ln(1+s) - s/(1+s)],  s = 4 kF^2/alpha^2.
Symbols: kF Fermi wave number, delta_l absolute phase shift, S stopping power,
v proton speed, alpha inverse screening length, rs density parameter.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre, expit

pi = np.pi
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
PROTON_MASS = const.m_p / const.m_e
FORCE_EV_NM = HARTREE_EV / BOHR_NM


def yukawa(r, alpha):
    return -np.exp(-alpha * r) / r


def hulthen(r, alpha):
    return -alpha / np.expm1(alpha * r)


def gauss(a, b, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * t + 0.5 * (a + b), 0.5 * (b - a) * w


@lru_cache(maxsize=12)
def riccati_grid(k_tuple, lmax, steps):
    """Radial grid r = x^2 and Riccati-Bessel functions on it."""
    x = np.linspace(1e-3, 5.0, 2 * steps + 1)
    rho = (x[:, None]**2 * np.array(k_tuple))[:, :, None]
    l = np.arange(lmax + 1)[None, None, :]
    return x, rho * spherical_jn(l, rho), rho * spherical_yn(l, rho)


def phase_shifts(k, alpha, strength=1.0, shape=yukawa, lmax=24, steps=600):
    """Absolute phases from the variable-phase equation, shape (nk, lmax+1)."""
    k = np.atleast_1d(np.asarray(k, float))
    x, j, y = riccati_grid(tuple(k), lmax, steps)
    factor = -4 * strength * (x * shape(x**2, alpha))[:, None, None] / k[None, :, None]
    h = x[2] - x[0]

    def slope(i, d):
        return factor[i] * (np.cos(d) * j[i] - np.sin(d) * y[i])**2

    d = np.zeros((len(k), lmax + 1))
    for i in range(0, 2 * steps, 2):
        s1 = slope(i, d)
        s2 = slope(i + 1, d + 0.5 * h * s1)
        s3 = slope(i + 1, d + 0.5 * h * s2)
        s4 = slope(i + 2, d + h * s3)
        d = d + h * (s1 + 2 * s2 + 2 * s3 + s4) / 6
    return d


def friedel_sum(d):
    return 2 / pi * np.sum((2 * np.arange(d.shape[-1]) + 1) * d, axis=-1)


def phase_differences(d):
    return d - np.concatenate([d[..., 1:], np.zeros_like(d[..., :1])], axis=-1)


def transport_sum(d):
    weight = np.arange(d.shape[-1]) + 1
    return np.sum(weight * np.sin(phase_differences(d))**2, axis=-1)


def friction(k, d):
    return 4 * k**2 / (3 * pi) * transport_sum(d)


def born_friction(k, alpha):
    s = 4 * k**2 / alpha**2
    return 2 / (3 * pi) * (np.log1p(s) - s / (1 + s))


def tune_alpha(k, **options):
    """Bracketed secant search in log(N) against log(alpha)."""
    low, high = 0.2, 20.0
    alpha, history = np.sqrt(4 * k / pi), []
    for _ in range(50):
        d = phase_shifts(k, alpha, **options)[0]
        number = friedel_sum(d)
        history.append((alpha, number))
        if abs(number - 1) < 1e-9:
            return alpha, d, history
        if number > 1:
            low = alpha
        else:
            high = alpha
        if len(history) == 1:
            new = alpha * np.sqrt(number)
        else:
            a_old, n_old = history[-2]
            power = np.log(number / n_old) / np.log(alpha / a_old)
            new = alpha * np.exp(-np.log(number) / power)
        alpha = new if low < new < high else np.sqrt(low * high)
    raise RuntimeError("Friedel search did not converge")


# ---- silicon mean valence density and the tuned potential
LATTICE_NM, ENERGY_EV, GAP_EV, TEMP_K = 0.543, 1000.0, 1.1, 300.0
density_nm3 = 32 / LATTICE_NM**3
density = density_nm3 * BOHR_NM**3
kF = (3 * pi**2 * density)**(1 / 3)
rs = (3 / (4 * pi * density))**(1 / 3)
fermi = kF**2 / 2
alpha_tf = np.sqrt(4 * kF / pi)
alpha, delta, history = tune_alpha(kF)
Q = friction(kF, delta)
Q_born = born_friction(kF, alpha)
Q_born_tf = born_friction(kF, alpha_tf)

# root by another search, and monotonic decrease of the Friedel sum
root = brentq(lambda a: friedel_sum(phase_shifts(kF, a)[0]) - 1, 0.6, 3.0, xtol=1e-10)
assert abs(root - alpha) < 1e-7
scan = [friedel_sum(phase_shifts(kF, a)[0]) for a in (0.7, 1.0, 1.4, 2.0, 3.0)]
assert np.all(np.diff(scan) < 0)

# ---- phases against direct integration of the radial Schroedinger equation
phase_error = 0.0
for l in range(3):
    r0, r1 = 1e-3, 25.0
    start = [r0 - r0**2 / (l + 1), (l + 1) - (l + 2) * r0 / (l + 1)]
    sol = solve_ivp(lambda r, u: [u[1], (l * (l + 1) / r**2 + 2 * yukawa(r, alpha)
                                         - kF**2) * u[0]],
                    (r0, r1), start, method="DOP853", rtol=1e-10, atol=1e-14)
    u, du = sol.y[0, -1], sol.y[1, -1] / kF
    z = kF * r1
    j, y = spherical_jn(l, z), spherical_yn(l, z)
    dj = j + z * spherical_jn(l, z, derivative=True)
    dy = y + z * spherical_yn(l, z, derivative=True)
    direct = np.arctan2(u * dj - du * z * j, u * dy - du * z * y)
    phase_error = max(phase_error, abs(np.sin(direct - delta[l])))
assert phase_error < 1e-5


# ---- Friedel counting against levels in a large hard-walled sphere
def sphere_levels(l, a, top):
    """Levels below top; a is None for the empty sphere."""
    h, radius = 0.02, 60.0
    r = h * np.arange(1, int(round(radius / h)))
    v = l * (l + 1) / (2 * r**2) + (0 if a is None else yukawa(r, a))
    return eigh_tridiagonal(1 / h**2 + v, -0.5 / h**2 * np.ones(len(r) - 1),
                            eigvals_only=True, select="v", select_range=(-5.0, top))


smear = 0.03
energy, weight = gauss(fermi - 14 * smear, fermi + 14 * smear, 40)
occupation = expit((fermi - energy) / smear)
weight = weight * occupation * (1 - occupation) / smear
thermal = weight @ phase_shifts(np.sqrt(2 * energy), alpha, lmax=2, steps=300) / pi
count_error = 0.0
for l in range(3):
    top = fermi + 20 * smear
    excess = (np.sum(expit((fermi - sphere_levels(l, alpha, top)) / smear))
              - np.sum(expit((fermi - sphere_levels(l, None, top)) / smear)))
    count_error = max(count_error, abs(excess - thermal[l]))
assert count_error < 2e-3


# ---- bound-state threshold from the zero-energy radial equation
def final_slope(coupling):
    x0 = 1e-6
    s = solve_ivp(lambda x, u: [u[1], -2 * coupling * np.exp(-x) / x * u[0]],
                  (x0, 40.0), [x0, 1 - 2 * coupling * x0], rtol=1e-9, atol=1e-12)
    return s.y[1, -1]


alpha_bind = 1 / brentq(final_slope, 0.6, 1.1)
assert sphere_levels(0, 0.9 * alpha_bind, 0.5)[0] < 0
assert sphere_levels(0, 1.1 * alpha_bind, 0.5)[0] > 0

# ---- transport cross section by angular quadrature of the amplitude
mu, w_mu = gauss(-1, 1, 80)
amplitude = sum((2 * l + 1) * np.exp(1j * d) * np.sin(d) * eval_legendre(l, mu)
                for l, d in enumerate(delta)) / kF
sigma_angle = 2 * pi * np.sum(w_mu * (1 - mu) * abs(amplitude)**2)
sigma = 4 * pi / kF**2 * transport_sum(delta)
assert abs(sigma_angle / sigma - 1) < 1e-9

# ---- weak-coupling limits: first-order Friedel rule and Born friction
weak = 0.01
plus = phase_shifts(kF, alpha_tf, strength=weak)[0]
minus = phase_shifts(kF, alpha_tf, strength=-weak)[0]
weak_number = (friedel_sum(plus) - friedel_sum(minus)) / (2 * weak)
weak_friction = (friction(kF, plus) + friction(kF, minus)) / (2 * weak**2)
assert abs(weak_number - 1) < 1e-3
assert abs(weak_friction / Q_born_tf - 1) < 2e-3

# ---- first-order phases at the tuned alpha, and the split of the Born error
x, w_x = gauss(0, 6, 400)
r = x**2
orders = np.arange(25)
j2 = (kF * r[:, None] * spherical_jn(orders[None, :], kF * r[:, None]))**2
delta_first = -2 / kF * ((w_x * 2 * x * yukawa(r, alpha)) @ j2)
Q_linear = 4 * kF**2 / (3 * pi) * np.sum((orders + 1) * phase_differences(delta_first)**2)
assert abs(Q_linear / Q_born - 1) < 1e-5
Q_sine = friction(kF, delta_first)
assert Q_sine < Q_born

# ---- finite speed: shell formula against integration over the Fermi sphere
speed = np.sqrt(2 * ENERGY_EV / HARTREE_EV / PROTON_MASS)


def shell_stopping(v):
    k, w = gauss(kF - v, kF + v, 24)
    g = 4 * pi * transport_sum(phase_shifts(k, alpha, lmax=14, steps=300))
    mu0 = (kF**2 - k**2 - v**2) / (2 * k * v)
    return np.sum(w * k**2 * g * (1 - mu0**2)) / (4 * pi**2)


S_finite = shell_stopping(speed)
root_k = np.linspace(0.1, np.sqrt(kF + speed + 0.01), 45)
g_grid = 4 * pi * transport_sum(phase_shifts(root_k**2, alpha, lmax=14, steps=300))
g_spline = CubicSpline(np.append(0, root_k), np.append(0, g_grid))
p, w_p = gauss(0, kF, 80)
pz = p[:, None] * mu[None, :]
relative = np.sqrt(p[:, None]**2 + speed**2 - 2 * speed * pz)
S_sphere = -np.sum(w_p[:, None] * w_mu * p[:, None]**2 * (pz - speed)
                   * g_spline(np.sqrt(relative)) / relative) / (2 * pi**2)
assert abs(S_sphere / S_finite - 1) < 2e-3
assert abs(shell_stopping(0.01) / 0.01 / Q - 1) < 1e-3

# ---- numerical convergence and another potential shape
alpha_fine, delta_fine, _ = tune_alpha(kF, lmax=30, steps=1200)
Q_fine = friction(kF, delta_fine)
assert abs(Q_fine / Q - 1) < 1e-5
alpha_h, delta_h, _ = tune_alpha(kF, shape=hulthen)
Q_hulthen = friction(kF, delta_h)

# ---- density table
table = []
for radius in (0.5, 1.0, 1.5, 2.0, 3.0, 4.0):
    k = (9 * pi / 4)**(1 / 3) / radius
    a, d, _ = tune_alpha(k)
    table.append((radius, a, d[0], friction(k, d), born_friction(k, a),
                  born_friction(k, np.sqrt(4 * k / pi))))
ratio = [row[3] / row[4] for row in table]
assert abs(ratio[0] - 1) < abs(ratio[3] - 1)

# ---- nuclear stopping: classical scattering in the universal potential
Z_SI, MASS_SI = 14, 28.09 * const.atomic_mass / const.m_e
screen = 0.8854 / (1 + Z_SI**0.23)
energy_au = ENERGY_EV / HARTREE_EV
eps = screen * energy_au * MASS_SI / (PROTON_MASS + MASS_SI) / Z_SI


def universal(x):
    return (0.1818 * np.exp(-3.2 * x) + 0.5099 * np.exp(-0.9423 * x)
            + 0.2802 * np.exp(-0.4029 * x) + 0.02817 * np.exp(-0.2016 * x))


t, w_t = gauss(0, 1, 80)
root_b, w_b = gauss(0, np.sqrt(40), 80)
reduced = 0.0
for b, wb in zip(root_b**2, w_b * 2 * root_b):
    near = brentq(lambda x: x**2 - x * universal(x) / eps - b**2, 1e-12,
                  b + 1 / eps, xtol=1e-14, rtol=1e-14)
    u = 1 - t**2
    inside = 1 - u * universal(near / u) / (eps * near) - (b * u / near)**2
    angle = pi - 2 * b / near * np.sum(w_t * 2 * t / np.sqrt(inside))
    reduced += eps * wb * 2 * b * np.sin(angle / 2)**2
fit = np.log(1 + 1.1383 * eps) / (2 * (eps + 0.01321 * eps**0.21226
                                       + 0.19593 * np.sqrt(eps)))
assert abs(reduced / fit - 1) < 0.06   # the fitted formula is itself approximate
transfer = 4 * PROTON_MASS * MASS_SI / (PROTON_MASS + MASS_SI)**2
S_nuclear = (density / 4 * pi * screen**2 * transfer * energy_au
             * reduced / eps * FORCE_EV_NM)

# ---- band gap: head-on electron rebound from the moving heavy ion
max_transfer = ((kF + 2 * speed)**2 - kF**2) / 2 * HARTREE_EV
v_gap = (-kF + np.sqrt(kF**2 + 2 * GAP_EV / HARTREE_EV)) / 2
E_gap = PROTON_MASS * v_gap**2 / 2 * HARTREE_EV

print(f"Si lattice constant (rough input) {LATTICE_NM} nm")
print(f"valence density {density_nm3:.1f} nm^-3; rs {rs:.4f} bohr")
print(f"kF {kF:.5f} bohr^-1; Fermi energy {fermi*HARTREE_EV:.2f} eV")
print(f"Thomas-Fermi alpha {alpha_tf:.5f} bohr^-1")
print("iteration: alpha (bohr^-1), Friedel sum N")
for i, (a, number) in enumerate(history):
    print(f"  {i}: {a:.8f}  {number:.9f}")
print(f"tuned alpha {alpha:.5f} bohr^-1; length {BOHR_NM/alpha:.5f} nm")
print(f"bound-state threshold alpha {alpha_bind:.5f} bohr^-1")
print("l: full phase, first-order phase (rad), share of N")
for l in range(5):
    print(f"  {l}: {delta[l]:.5f}  {delta_first[l]:.5f}  {2/pi*(2*l+1)*delta[l]:.5f}")
print(f"transport cross section {sigma:.4f} bohr^2")
print(f"Q full phases {Q:.5f} a.u.")
print(f"Q Born, tuned alpha {Q_born:.5f} a.u.; full/Born {Q/Q_born:.4f}")
print(f"Q Born, Thomas-Fermi alpha {Q_born_tf:.5f} a.u.; full/Born {Q/Q_born_tf:.4f}")
print(f"Q first-order phases in sin^2 formula {Q_sine:.5f} a.u.")
print(f"proton energy {ENERGY_EV:.0f} eV; speed {speed:.5f} a.u.; v/kF {speed/kF:.4f}")
print(f"S = Qv: full phases {Q*speed*FORCE_EV_NM:.2f} eV/nm")
print(f"S Born, tuned alpha {Q_born*speed*FORCE_EV_NM:.2f} eV/nm")
print(f"S Born, Thomas-Fermi {Q_born_tf*speed*FORCE_EV_NM:.2f} eV/nm")
print("rs(bohr) alpha(1/bohr) delta0(rad) Q QB(tuned) QB(TF) (a.u.) Q/QB(tuned)")
for row, q in zip(table, ratio):
    print("  %.1f %.4f %.4f %.4f %.4f %.4f %.3f" % (*row, q))
print(f"refined grid and waves: alpha shift {alpha_fine-alpha:.1e} bohr^-1")
print(f"refined grid and waves: Q shift {Q_fine-Q:.1e} a.u.")
print(f"Hulthen shape: alpha {alpha_h:.4f} bohr^-1, Q {Q_hulthen:.5f} a.u.")
print(f"Hulthen/Yukawa friction ratio {Q_hulthen/Q:.4f}")
print(f"finite-speed S, fixed potential {S_finite*FORCE_EV_NM:.2f} eV/nm")
print(f"finite-speed S / (Qv) {S_finite/(Q*speed):.4f}")
print(f"nuclear stopping {S_nuclear:.2f} eV/nm; integral/fit {reduced/fit:.4f}")
print(f"gap (rough input) {GAP_EV} eV; largest transfer {max_transfer:.2f} eV")
print(f"proton energy where largest transfer equals gap {E_gap:.1f} eV")
kT_ratio = const.k * TEMP_K / const.e / (fermi * HARTREE_EV)
print(f"kT/E_F at {TEMP_K:.0f} K {kT_ratio:.5f}")
print(f"phase error {phase_error:.1e} rad; level-count error {count_error:.1e}")
print(f"weak-coupling N/Z {weak_number:.6f}; Q/Born {weak_friction/Q_born_tf:.6f}")
print(f"Fermi-sphere/shell stopping ratio {S_sphere/S_finite:.6f}")
print("all good")
```

Printed output:

```
Si lattice constant (rough input) 0.543 nm
valence density 199.9 nm^-3; rs 2.0050 bohr
kF 0.95718 bohr^-1; Fermi energy 12.47 eV
Thomas-Fermi alpha 1.10395 bohr^-1
iteration: alpha (bohr^-1), Friedel sum N
  0: 1.10395374  1.254279651
  1: 1.23636887  1.024936406
  2: 1.25357090  0.999965129
  3: 1.25354641  1.000000013
  4: 1.25354642  1.000000000
tuned alpha 1.25355 bohr^-1; length 0.04221 nm
bound-state threshold alpha 1.19061 bohr^-1
l: full phase, first-order phase (rad), share of N
  0: 0.92005  0.62874  0.58572
  1: 0.14126  0.12318  0.26979
  2: 0.03011  0.02886  0.09583
  3: 0.00734  0.00724  0.03270
  4: 0.00189  0.00188  0.01083
transport cross section 7.1280 bohr^2
Q full phases 0.20207 a.u.
Q Born, tuned alpha 0.10690 a.u.; full/Born 1.8904
Q Born, Thomas-Fermi alpha 0.13531 a.u.; full/Born 1.4935
Q first-order phases in sin^2 formula 0.09869 a.u.
proton energy 1000 eV; speed 0.20007 a.u.; v/kF 0.2090
S = Qv: full phases 20.79 eV/nm
S Born, tuned alpha 11.00 eV/nm
S Born, Thomas-Fermi 13.92 eV/nm
rs(bohr) alpha(1/bohr) delta0(rad) Q QB(tuned) QB(TF) (a.u.) Q/QB(tuned)
  0.5 2.2493 0.3553 0.3976 0.3430 0.3493 1.159
  1.0 1.6382 0.5769 0.3004 0.2174 0.2318 1.382
  1.5 1.3879 0.7604 0.2450 0.1504 0.1724 1.629
  2.0 1.2545 0.9186 0.2025 0.1073 0.1356 1.888
  3.0 1.1315 1.1688 0.1359 0.0557 0.0921 2.440
  4.0 1.0948 1.3363 0.0899 0.0288 0.0675 3.125
refined grid and waves: alpha shift 2.0e-09 bohr^-1
refined grid and waves: Q shift 1.3e-09 a.u.
Hulthen shape: alpha 1.9873 bohr^-1, Q 0.23829 a.u.
Hulthen/Yukawa friction ratio 1.1792
finite-speed S, fixed potential 20.52 eV/nm
finite-speed S / (Qv) 0.9872
nuclear stopping 2.36 eV/nm; integral/fit 0.9915
gap (rough input) 1.1 eV; largest transfer 12.60 eV
proton energy where largest transfer equals gap 10.7 eV
kT/E_F at 300 K 0.00207
phase error 1.2e-08 rad; level-count error 1.5e-04
weak-coupling N/Z 1.000006; Q/Born 1.000034
Fermi-sphere/shell stopping ratio 1.000000
all good
```
